# Equal classical and quantum energy relaxation of an oscillator in a harmonic bath

## What symmetry and dimensions fix

An oscillator of frequency $\Omega$ exchanges energy with harmonic modes of frequencies $\omega_k$. In mass-weighted coordinates, which absorb all masses, the Hamiltonian is

$$H=\tfrac12(p^2+\Omega^2q^2)+\tfrac12\sum_k(p_k^2+\omega_k^2x_k^2)-qF,\qquad F=\sum_k c_kx_k .$$

The total potential has a minimum if $\sum_k c_k^2/\omega_k^2<\Omega^2$, which is assumed. We ask for the rate $1/T_1$ at which the oscillator's own energy, $E=\tfrac12\langle p^2+\Omega^2q^2\rangle$, approaches its final value.

Dimensions alone would allow this rate to depend on $x=\hbar\Omega/kT$ and on the ratio of the initial energy to $kT$. Linearity removes both from the decay of the initial excitation. The equations of motion are linear, so the response of $q$ to its own initial values simply adds to its response to the bath's initial values. The first response depends on frequencies and couplings, and contains neither $\hbar$ nor $T$. The second does depend on them; the first derivation shows that for weak coupling and a smooth bath spectrum they fix only the final energy and leave the rate unchanged.

Reversing the sign of one $x_k$ is equivalent to reversing $c_k$, and a thermal bath is unchanged by it. The rate is therefore even in every $c_k$, and for weak coupling it starts with terms in $c_k^2$. These are collected in the spectral density

$$J(\omega)=\frac{\pi}{2}\sum_k\frac{c_k^2}{\omega_k}\,\delta(\omega-\omega_k),$$

which is a smooth function for a dense bath. Since $c_kqx_k$ has the dimension of $\Omega^2q^2$, each $c_k$ is a frequency squared, and so is $J$. If steady energy transfer selects the value of $J$ at resonance, the rate must be a pure number times $J(\Omega)/\Omega$. Both derivations below confirm the resonance and give the number as one:

$$\frac1{T_1}=\gamma=\frac{J(\Omega)}{\Omega}.$$

## First derivation: equations of motion

**Eliminating the bath.** Heisenberg's equations for this quadratic Hamiltonian have the same form as Newton's:

$$\ddot q=-\Omega^2q+\sum_kc_kx_k,\qquad \ddot x_k=-\omega_k^2x_k+c_kq .$$

The second is a driven oscillator, with solution

$$x_k(t)=x_k(0)\cos\omega_kt+\frac{p_k(0)}{\omega_k}\sin\omega_kt+\frac{c_k}{\omega_k}\int_0^t\sin\omega_k(t-s)\,q(s)\,ds .$$

From here on, $F(t)$ denotes the force from the first two terms, that is, from the freely moving bath. Inserting $x_k$ into the first equation gives

$$\ddot q+\Omega^2q-\int_0^tK(t-s)q(s)\,ds=F(t),$$

$$K(t)=\sum_k\frac{c_k^2}{\omega_k}\sin\omega_kt=\frac2\pi\int_0^\infty J(\omega)\sin\omega t\,d\omega .$$

A Laplace transform, with $q_0,p_0$ the initial values, turns this into $(s^2+\Omega^2-\hat K)\hat q=sq_0+p_0+\hat F$. Let $G(t)$ have the transform $\hat G=1/(s^2+\Omega^2-\hat K)$. Then $G(0)=0$ and $\dot G(0)=1$, so $s\hat G$ is the transform of $\dot G$, and

$$q(t)=q_0\dot G(t)+p_0G(t)+\int_0^tG(t-s)F(s)\,ds .$$

Differentiation gives $p(t)=q_0\ddot G+p_0\dot G+\int_0^t\dot G(t-s)F(s)ds$; the boundary term vanishes because $G(0)=0$.

**A result for any coupling strength.** Let oscillator and bath be uncorrelated at first, and let the oscillator's state have no preferred phase: $\langle q_0\rangle=\langle p_0\rangle=\langle q_0p_0+p_0q_0\rangle=0$ and $\langle p_0^2\rangle=\Omega^2\langle q_0^2\rangle=E_0$. A number state has these properties, and so does a classical ensemble spread evenly around an orbit of fixed energy. On squaring $q$ and $p$, the cross terms between oscillator and bath vanish, as does the one between $q_0$ and $p_0$. What remains is

$$E(t)=E_0D(t)+N(t),\qquad D=\tfrac12\left(2\dot G^2+\frac{\ddot G^2}{\Omega^2}+\Omega^2G^2\right),$$

where $N(t)$ comes from the bath force alone. Two preparations $a$ and $b$ with the same initial bath state share the same $N$, so

$$E_a(t)-E_b(t)=[E_a(0)-E_b(0)]\,D(t).$$

The function $D$ is the same in both theories, at any coupling that leaves the system stable and for any bath state. This was tested on an oscillator with two strongly coupled modes, by comparing a solution of the Schrödinger equation with Newtonian trajectories. The energy difference, initially one quantum, fell as low as 0.05 quanta. The two calculations differed by at most about $10^{-8}$ quanta, whether the bath began in its ground state or with one mode excited.

**Weak coupling gives an exponential.** The long-lived part of $G$ comes from the zeros of $s^2+\Omega^2-\hat K(s)$ near $\pm i\Omega$. Put $s=-i\Omega+\delta$. To first order in $\delta$, $s^2+\Omega^2=-2i\Omega\delta$, while

$$\hat K(-i\Omega)=\int_0^\infty K(t)e^{i\Omega t}dt=R+iJ(\Omega).$$

The imaginary part follows from $\int_0^\infty\sin\omega t\sin\Omega t\,dt=\frac\pi2\delta(\omega-\Omega)$ for positive frequencies; this is where resonance enters. The real part is called $R$. Hence

$$\delta=\frac{R+iJ(\Omega)}{-2i\Omega}=\frac{iR}{2\Omega}-\frac{J(\Omega)}{2\Omega}.$$

$R$ shifts the frequency to $\Omega'=\Omega-R/(2\Omega)$. The other term damps the amplitude at the rate $\gamma/2$. Thus $G\simeq e^{-\gamma t/2}\sin(\Omega't)/\Omega'$, and to leading order

$$D\simeq\tfrac12e^{-\gamma t}\left(2\cos^2\Omega't+\sin^2\Omega't+\sin^2\Omega't\right)=e^{-\gamma t}.$$

This requires $|\delta|\ll\Omega$, that is, both $\gamma\ll\Omega$ and $|R|\ll\Omega^2$, and a $J$ that varies little between $\Omega$ and $\Omega'$ and over a width $\gamma$ around them. It also requires $|\hat K'(-i\Omega)|\ll2\Omega$, because $\hat K$ was evaluated at $-i\Omega$ instead of at the zero itself. A strong, narrow band of bath modes near $\Omega$ can violate this even where $J$ is smooth at $\Omega$. The condition on $R$ is a separate one: $R$ collects $J$ from all frequencies, so a bath that is weak at $\Omega$ but strong at higher frequencies can shift the oscillator far enough that $J(\Omega)/\Omega$ no longer gives the rate. The exponential form leaves out the part of $G$ that does not come from the two zeros. That part is small for weak coupling but need not decay exponentially.

**The bath force sets the final energy.** Let the bath be thermal, with mean energy $\varepsilon(\omega_k)$ in mode $k$. Then $\langle x_k^2\rangle=\varepsilon/\omega_k^2$, and the symmetrized force correlation is $C_s(t)=\sum_k(c_k^2\varepsilon/\omega_k^2)\cos\omega_kt$. With the weak-coupling $G$ and the small frequency shift dropped, $\dot G(u)\dot G(u')+\Omega^2G(u)G(u')\simeq e^{-\gamma(u+u')/2}\cos\Omega(u-u')$, so

$$N(t)\simeq\tfrac12\int_0^t\!\!\int_0^t e^{-\gamma(u+u')/2}\cos\Omega(u-u')\,C_s(u-u')\,du\,du'.$$

If the force spectrum is smooth over a width $\gamma$, the integral over $u-u'$ converges before the exponential changes. It then gives the spectrum at $\Omega$:

$$S_s(\Omega)=\int_{-\infty}^\infty C_s(t)\cos\Omega t\,dt=\pi\sum_k\frac{c_k^2\varepsilon}{\omega_k^2}\delta(\omega_k-\Omega)=\frac{2J(\Omega)}{\Omega}\varepsilon(\Omega).$$

The remaining integral of $e^{-\gamma u}$ yields

$$N(t)=\frac{S_s(\Omega)}{2\gamma}(1-e^{-\gamma t})=\varepsilon(\Omega)(1-e^{-\gamma t}).$$

Writing $\Theta=\varepsilon(\Omega)$,

$$E(t)=\Theta+(E_0-\Theta)e^{-\gamma t},\qquad \Theta_{\rm cl}=kT,\quad \Theta_{\rm qu}=\frac{\hbar\Omega}2\coth\frac x2 .$$

The theories agree on the relaxation time and differ in the final energy. At $T=0$ the classical oscillator loses all its energy and the quantum one keeps $\hbar\Omega/2$, yet both approach their limits at the rate $\gamma$.

## Second derivation: transitions between levels

**Rates from the force correlation.** Now treat $-qF$ as a perturbation. To first order, the amplitude for the oscillator to go from $n$ to $m$ while the bath goes from $b$ to $b'$ is

$$\frac i\hbar q_{mn}\int_0^te^{i(E_m-E_n)s/\hbar}\langle b'|F(s)|b\rangle ds .$$

Squaring, summing over $b'$ and averaging over $b$ produces a double time integral of $\langle F(s)F(s')\rangle$. For times long compared with the bath's memory it grows linearly in $t$, with the rate

$$k_{n\to m}=\frac{|q_{mn}|^2}{\hbar^2}S\!\left(\frac{E_n-E_m}\hbar\right),\qquad S(\omega)=\int_{-\infty}^\infty e^{i\omega t}\langle F(t)F(0)\rangle dt .$$

Since $|q_{n-1,n}|^2=n\hbar/2\Omega$, the rates are $k_{n\to n-1}=nk_{10}$ and $k_{n\to n+1}=(n+1)k_{01}$, with

$$k_{10}=\frac{S(\Omega)}{2\hbar\Omega},\qquad k_{01}=\frac{S(-\Omega)}{2\hbar\Omega}.$$

A thermal quantum mode with mean occupation $n_B(\omega)=1/(e^{\hbar\omega/kT}-1)$ has

$$\langle x_k(t)x_k(0)\rangle=\frac\hbar{2\omega_k}\left[(n_B+1)e^{-i\omega_kt}+n_Be^{i\omega_kt}\right].$$

At $+\Omega$ the first term contributes $2\pi\delta(\omega_k-\Omega)$, and at $-\Omega$ the second does. So $S(\Omega)=2\hbar J(\Omega)(n_B+1)$ and $S(-\Omega)=2\hbar J(\Omega)n_B$, which means

$$k_{10}=\gamma(n_B+1),\qquad k_{01}=\gamma n_B .$$

**The mean energy.** With level populations $P_n$,

$$\frac{d\langle n\rangle}{dt}=\sum_nP_n\left[(n+1)k_{01}-nk_{10}\right]=k_{01}-(k_{10}-k_{01})\langle n\rangle=-\gamma(\langle n\rangle-n_B).$$

Both rates depend on temperature, but their difference does not. With $E=\hbar\Omega(\langle n\rangle+\frac12)$ this is the earlier quantum law, since $n_B+\frac12=\frac12\coth(x/2)$. The classical law follows by letting $\hbar\to0$ at fixed $E$ and $T$: $\hbar\Omega n_B\to kT$, while $\gamma$ does not change.

The equality concerns the energy. If the oscillator were cut down to its two lowest levels, its populations would relax at $k_{10}+k_{01}=\gamma\coth(x/2)$, which does depend on temperature.

**Why the difference is free of temperature.** It is the spectrum of a commutator:

$$k_{10}-k_{01}=\frac1{2\hbar\Omega}\int_{-\infty}^\infty e^{i\Omega t}\langle[F(t),F(0)]\rangle dt,\qquad [F(t),F(0)]=-i\hbar K(t).$$

For a force linear in harmonic coordinates the commutator is a number, so no average over the bath state is needed. The prefactor cancels $\hbar$, and the kernel $K$ of the first derivation returns.

## What a mixed treatment changes

Let the oscillator be quantum mechanical and the bath classical. The outcome depends on how the two are joined.

**Prescribed classical noise.** A classical correlation function is real and even in time, so $S(\Omega)=S(-\Omega)=2kTJ(\Omega)/\Omega$. Then $k_{10}=k_{01}=\gamma kT/\hbar\Omega$, the damping term cancels, and

$$\frac{dE}{dt}=\hbar\Omega\,k_{01}=\gamma kT .$$

The oscillator heats steadily and has no relaxation time, because the bath does not respond to it.

**Ehrenfest dynamics.** Here the bath does respond, but to the mean position: $\ddot x_k=-\omega_k^2x_k+c_k\langle q\rangle$. Along one trajectory the force on the oscillator is a number, the same for $q$ and for $\langle q\rangle$. It cancels from the equation for the deviation $\delta q=q-\langle q\rangle$:

$$\delta\ddot q=-\Omega^2\delta q .$$

The energy of the deviation is thus constant, while $\langle q\rangle$ obeys the classical equations. A number state starts with $\langle q\rangle=\langle p\rangle=0$, so all its energy lies in the deviation. Averaging over a thermal classical bath, and using the classical law with $E_0=0$ for the centroid,

$$E(t)=\hbar\Omega(n+\tfrac12)+kT(1-e^{-\gamma t}).$$

The excitation never decays. A coherent state behaves differently: its centroid energy relaxes at the rate $\gamma$, and the width keeps $\hbar\Omega/2$. The split into width and centroid was tested with a wavefunction coupled to two classical modes and held to within $10^{-8}$ quanta.

**Imposed detailed balance.** One can also force $k_{01}=e^{-x}k_{10}$ on rates taken from classical noise. In the first version the classical spectrum replaces the symmetrized quantum one, which fixes the sum: $k_{10}+k_{01}=S_s(\Omega)/\hbar\Omega=2\gamma/x$. Then

$$\frac1{T_1}=\frac{1-e^{-x}}{1+e^{-x}}(k_{10}+k_{01})=\gamma\,\frac{\tanh(x/2)}{x/2}.$$

In the second version the classical downward rate is kept, $k_{10}=\gamma/x$, and $1/T_1=\gamma(1-e^{-x})/x$. The relaxation times are too long by the factors

$$\frac x2\coth\frac x2\quad\text{and}\quad\frac x{1-e^{-x}} .$$

For $x\ll1$ these are $1+x^2/12$ and $1+x/2$; for $x\gg1$ they tend to $x/2$ and $x$. The first factor is $\varepsilon_{\rm qu}(\Omega)/kT$, the ratio of quantum to classical noise. In the first version, multiplying the classical spectrum by it restores the correct result for this model, so the fault lies in joining classical noise to quantum level rates, not in the use of classical trajectories.

## A numerical case

Take $J(\omega)=\eta\omega e^{-\omega/\omega_c}$ with $\Omega=\omega_c=0.01$ and $\eta=0.0002$ in atomic units. Then

$$\gamma=\eta e^{-1}=7.36\times10^{-5}\ \text{a.u.},\qquad T_1=1/\gamma=1.36\times10^4\ \text{a.u.}=0.329\ \text{ps}.$$

These are model parameters, chosen so that the bath has many modes at resonance; they do not describe a particular substance. The frequency corresponds to 2195 cm$^{-1}$, well above most intermolecular and lattice modes of ordinary liquids and solids. With the same $\eta$ and a cutoff of 500 or 200 cm$^{-1}$, the formula would give about 10 ps or $7\times10^3$ ps, and nonlinear couplings of the kind treated in the last section could then dominate. For the parameters chosen, the coupling is weak: $\gamma/\Omega=0.0074$, and the frequency shift is about 0.2% of $\Omega$. The oscillator starts in $n=3$, or classically with the same energy of 3.5 quanta, and the bath is represented by 900 modes whose linear equations are solved without the weak-coupling approximation.

At 300 K, $x=10.53$, and the weak-coupling final energies $\Theta$ are 0.500 quanta (quantum) and 0.095 quanta (classical). The exponential law predicts after one $T_1$

$$E_{\rm qu}=0.500+3.000\,e^{-1}=1.604,\qquad E_{\rm cl}=0.095+3.405\,e^{-1}=1.348 .$$

The 900-mode solution gives 1.606 and 1.350. The Ehrenfest energy, evaluated as the frozen 3.5 quanta plus the classical centroid energy from the same 900 modes, is 3.561 at that time and 3.591 after $3T_1$: the energy has risen slightly above 3.5 instead of falling.

Exponentials fitted to the energies give $1.006\,\gamma$ in both theories at 300, 1000 and 3000 K. The excess of 0.6% over $\gamma$ is a weak-coupling error. For the energy difference of two preparations it is 0.61%, and it drops to 0.15% when $\eta$ is divided by four, in proportion to the coupling.

At 300 K the two detailed-balance versions give 1.73 ps and 3.46 ps, too long by factors of 5.3 and 10.5. At 3000 K, where $x=1.05$, the factors are 1.09 and 1.62. At that temperature $k_{10}=1.536\,\gamma$ and $k_{01}=0.536\,\gamma$: their difference is still $\gamma$, but their sum is $2.07\,\gamma$. Prescribed noise at 300 K adds 0.095 quanta during one $T_1$, as $\gamma kT\,T_1=kT$ requires. The full figures are in the numerical output.

## What each derivation assumes

The first derivation needs a quadratic Hamiltonian, an uncorrelated start and a phase-free oscillator. Equality of the two theories then holds before any approximation, as a statement about energy differences. Weak coupling and a smooth spectrum enter later, to turn $D(t)$ into an exponential. With few bath modes, $D$ is not a decay at all, yet it is still common to both theories.

The second derivation needs weak coupling from the outset, together with a bath memory short compared with $T_1$. It follows populations, and it reaches the classical result as a limit instead of treating both theories at once. In return, it shows which combination of rates is free of temperature, and it can be applied to other forces.

Such a force shows where the equality ends. Let $F=\sum_kg_k(x_k^2-\langle x_k^2\rangle)$. For one mode $[x(t),x(0)]=-i\hbar\sin(\omega t)/\omega$, and the rule $[A^2,B^2]=2[A,B](AB+BA)$, valid when $[A,B]$ is a number, gives

$$\langle[x^2(t),x^2(0)]\rangle=-\frac{2i\hbar\,\sin\omega t}{\omega}\cdot\frac{2\varepsilon(\omega)\cos\omega t}{\omega^2}=-\frac{2i\hbar\,\varepsilon(\omega)}{\omega^3}\sin2\omega t .$$

Relaxation now feeds pairs of bath quanta with $2\omega=\Omega$, and its rate is proportional to $\varepsilon(\Omega/2)$. The quantum rate exceeds the classical one by the factor $\varepsilon_{\rm qu}(\Omega/2)/kT=(x/4)\coth(x/4)$. Anharmonicity of the oscillator removes the basis of the first derivation as well, since the equations of motion are then no longer linear and the response depends on amplitude. In such systems, agreement between classical and quantum relaxation times has to be established case by case.

## Computed values

```
3-mode test: lowest energy difference = 0.0525 quanta
3-mode quantum-classical deviation, bath vacuum = 4.1e-10 quanta
3-mode quantum-classical deviation, bath excited = 1.0e-08 quanta
Ehrenfest test: largest centroid energy = 0.5643 quanta
Ehrenfest test: deviation from frozen width = 4.0e-09 quanta
Omega = 0.0100 Eh, bath cutoff = 0.0100 Eh
eta = 0.000200 a.u., initial level n = 3
bath modes = 900, highest frequency = 0.05997 a.u.
gamma = J(Omega)/Omega = 7.3576e-05 a.u.
gamma/Omega = 0.00736
T1 = 1/gamma = 13591.4 a.u. = 0.3288 ps
relative rate error at eta = 0.00608
relative rate error at eta/4 = 0.00151
--- T = 300 K: kT = 0.000950 Eh, x = 10.5258
equilibrium energy/quantum: quantum 0.5000, classical 0.0950
fitted rate/gamma: quantum 1.0061, classical 1.0061
E/quantum at T1: quantum 1.6064, classical 1.3503, Ehrenfest 3.5607
E/quantum at 3 T1: quantum 0.6486, classical 0.2634, Ehrenfest 3.5909
golden rule: k10/gamma = 0.99995, k01/gamma = 2.707e-05
(k10+k01)/gamma = 1.0000, ladder rate/gamma = 0.9999
mixed T1/true T1: repair 1 = 5.2628, repair 2 = 10.5253
mixed T1: repair 1 = 1.7302 ps, repair 2 = 3.4603 ps
prescribed noise: energy gain in T1 = 0.0951 quanta
--- T = 1000 K: kT = 0.003167 Eh, x = 3.1578
equilibrium energy/quantum: quantum 0.5444, classical 0.3167
fitted rate/gamma: quantum 1.0061, classical 1.0061
E/quantum at T1: quantum 1.6358, classical 1.4919, Ehrenfest 3.7023
E/quantum at 3 T1: quantum 0.6920, classical 0.4756, Ehrenfest 3.8031
golden rule: k10/gamma = 1.04437, k01/gamma = 4.445e-02
(k10+k01)/gamma = 1.0888, ladder rate/gamma = 0.9999
mixed T1/true T1: repair 1 = 1.7190, repair 2 = 3.2977
mixed T1: repair 1 = 0.5651 ps, repair 2 = 1.0842 ps
prescribed noise: energy gain in T1 = 0.3169 quanta
--- T = 3000 K: kT = 0.009500 Eh, x = 1.0526
equilibrium energy/quantum: quantum 1.0362, classical 0.9500
fitted rate/gamma: quantum 1.0061, classical 1.0061
E/quantum at T1: quantum 1.9509, classical 1.8964, Ehrenfest 4.1068
E/quantum at 3 T1: quantum 1.1638, classical 1.0819, Ehrenfest 4.4094
golden rule: k10/gamma = 1.53621, k01/gamma = 5.363e-01
(k10+k01)/gamma = 2.0725, ladder rate/gamma = 0.9999
mixed T1/true T1: repair 1 = 1.0906, repair 2 = 1.6168
mixed T1: repair 1 = 0.3585 ps, repair 2 = 0.5316 ps
prescribed noise: energy gain in T1 = 0.9507 quanta
```
